# Heller's Thawed Gaussian and the Breathing of a Squeezed Packet: verification in Python

```python
# Result under test: the thawed Gaussian
#   phi = exp(i[alpha (x-q)^2 + p (x-q) + gamma]),  hbar = 1,
# with  dq/dt = p/m,  dp/dt = -V'(q),  dalpha/dt = -2 alpha^2/m - V''(q)/2,
#       dgamma/dt = p^2/(2m) - V(q) + i alpha/m,
# is the exact quantum solution in a harmonic well, squeezed packets included.
# q, p: centre and momentum; alpha: complex width; gamma: complex phase;
# sigma = 1/sqrt(4 Im alpha): standard deviation of position.
# Reference: diagonalization of the full Hamiltonian on a sinc grid.
# Internal units are atomic units; printed units are eV, angstrom, fs.
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp, trapezoid
from scipy.constants import physical_constants as pc, h, e

ANG = pc["Bohr radius"][0] * 1e10
EV = pc["Hartree energy in eV"][0]
FS = pc["atomic unit of time"][0] * 1e15
mass = pc["atomic mass constant"][0] / pc["electron mass"][0]

# Symbolic test: the residual of the Schroedinger equation in a general
# quartic potential is minus the part of V beyond second order about q.
t, x_s = sp.symbols("t x", real=True)
m_s = sp.symbols("m", positive=True)
coef = sp.symbols("c0:5", real=True)
q_s, p_s, a_s, g_s = [sp.Function(n)(t) for n in ("q", "p", "a", "g")]
V_s = sum(c * x_s**n for n, c in enumerate(coef))
V_at_q = [sp.diff(V_s, x_s, n).subs(x_s, q_s) for n in range(3)]
phi_s = sp.exp(sp.I * (a_s * (x_s - q_s)**2 + p_s * (x_s - q_s) + g_s))
residual = (sp.I * sp.diff(phi_s, t) / phi_s
            + sp.diff(phi_s, x_s, 2) / (2 * m_s * phi_s) - V_s)
residual = residual.subs({
    sp.diff(q_s, t): p_s / m_s,
    sp.diff(p_s, t): -V_at_q[1],
    sp.diff(a_s, t): -2 * a_s**2 / m_s - V_at_q[2] / 2,
    sp.diff(g_s, t): p_s**2 / (2 * m_s) - V_at_q[0] + sp.I * a_s / m_s})
taylor = sum(V_at_q[n] * (x_s - q_s)**n / sp.factorial(n) for n in range(3))
assert sp.simplify(sp.expand(residual + V_s - taylor)) == 0

# Model parameters
omega = 0.30 / EV
q_start = 0.20 / ANG
sigma_start = 0.05 / ANG
quartic_length = 2.0 / ANG
k = mass * omega**2
sigma_g = np.sqrt(1 / (2 * mass * omega))
period = 2 * np.pi / omega
assert abs(period * FS - h / (0.30 * e) * 1e15) < 1e-6
times = np.linspace(0, period, 161)

# Grid, derivative and kinetic-energy matrices
x = np.linspace(-3, 3, 241)
dx = x[1] - x[0]
diff_index = np.subtract.outer(np.arange(x.size), np.arange(x.size))
sign = np.where(diff_index % 2 == 0, 1.0, -1.0)
safe = np.where(diff_index == 0, 1, diff_index)
derivative = np.where(diff_index == 0, 0.0, sign / (safe * dx))
kinetic = np.where(diff_index == 0, np.pi**2 / 3,
                   2 * sign / safe**2) / (2 * mass * dx**2)


def norm(f):
    return np.sqrt(np.sum(np.abs(f)**2) * dx)


def gaussian(q, p, a, g):
    y = x - q
    return np.exp(1j * (a * y**2 + p * y + g))


def initial(q, p, a):
    return np.array([q, p, a, -0.25j * np.log(2 * a.imag / np.pi)],
                    dtype=complex)


def exact_waves(potential, psi0):
    energy, states = np.linalg.eigh(kinetic + np.diag(potential))
    c = states.T @ psi0
    return np.array([states @ (np.exp(-1j * energy * s) * c) for s in times])


def thawed(start, V, V1, V2):
    def rates(_, y):
        q, p, a, g = y
        return np.array([p / mass, -V1(q), -2 * a**2 / mass - V2(q) / 2,
                         p**2 / (2 * mass) - V(q) + 1j * a / mass])
    run = solve_ivp(rates, (0, period), start, method="DOP853",
                    t_eval=times, rtol=1e-11, atol=1e-12)
    assert run.success
    return run.y


def closed_form(start):
    q0, p0, a0, g0 = start
    q0, p0 = q0.real, p0.real
    c, s = np.cos(omega * times), np.sin(omega * times)
    q = q0 * c + p0 * s / (mass * omega)
    p = p0 * c - mass * omega * q0 * s
    z = c + 2 * a0 * s / (mass * omega)
    zdot = -omega * s + 2 * a0 * c / mass
    angle = np.unwrap(np.angle(z))
    action = (p * q - p0 * q0) / 2
    g = g0 + action + 0.5j * (np.log(np.abs(z)) + 1j * angle)
    return q, p, mass * zdot / (2 * z), g, z, action, angle


def moments(waves):
    density = np.abs(waves)**2 * dx
    mean = density @ x
    width = np.sqrt(density @ x**2 - mean**2)
    slopes = waves @ derivative.T
    p_mean = np.sum(waves.conj() * (-1j) * slopes, axis=1).real * dx
    p_square = np.sum(np.abs(slopes)**2, axis=1) * dx
    return mean, width, p_mean, np.sqrt(p_square - p_mean**2)


well = (lambda q: k * q**2 / 2, lambda q: k * q, lambda q: k)
cases = {
    "squeezed": initial(q_start, 0.0, 1j / (4 * sigma_start**2)),
    "chirped": initial(-0.3, 5.0, (0.4 + 0.8j) * mass * omega / 2),
    "unsqueezed": initial(q_start, 0.0, 1j / (4 * sigma_g**2)),
}
worst, results = {}, {}
for name, start in cases.items():
    waves = exact_waves(k * x**2 / 2, gaussian(*start))
    ode = thawed(start, *well)
    formula = closed_form(start)
    for computed, derived in zip(ode, formula[:4]):
        assert np.max(np.abs(computed - derived)) < 1e-6
    worst[name] = max(norm(w - gaussian(*y)) for w, y in zip(waves, ode.T))
    assert worst[name] < 1e-6
    q, p, a, g, z, action, angle = formula
    mean, width, p_mean, p_width = moments(waves)
    assert np.max(np.abs(mean - q)) < 1e-7
    assert np.max(np.abs(p_mean - p)) < 1e-6
    assert np.max(np.abs(width - width[0] * np.abs(z))) < 1e-7
    product = 0.5 * np.sqrt(1 + (a.real / a.imag)**2)
    assert np.max(np.abs(width * p_width - product)) < 1e-6
    # Half period: mirror image times -i; full period: sign change.
    assert norm(waves[80] + 1j * waves[0][::-1]) < 1e-7
    assert norm(waves[160] + waves[0]) < 1e-7
    results[name] = (waves, formula, width, width * p_width, mean)

waves, formula, width, product, mean = results["squeezed"]
q, p, a, g, z, action, angle = formula
breathing = np.sqrt(sigma_start**2 * np.cos(omega * times)**2
                    + sigma_g**4 / sigma_start**2 * np.sin(omega * times)**2)
assert np.max(np.abs(width - breathing)) < 1e-7
# The exact variance contains only a constant and the frequency 2 omega.
spectrum = np.abs(np.fft.rfft(width[:-1]**2)) / 160
assert spectrum[2] > 1e-3
assert np.max(np.delete(spectrum, [0, 2])) < 1e-8
# Without squeezing the exact width stays constant.
assert np.ptp(results["unsqueezed"][2]) < 1e-7
# The width does not depend on the motion of the centre.
resting = exact_waves(k * x**2 / 2, gaussian(*initial(0.0, 0.0, a[0])))
assert np.max(np.abs(moments(resting)[1] - width)) < 1e-7

ratio = sigma_start**2 / sigma_g**2
centre_energy = k * q_start**2 / 2
width_energy = omega / 4 * (ratio + 1 / ratio)
hamiltonian = kinetic + np.diag(k * x**2 / 2)
grid_energy = np.vdot(waves[0], hamiltonian @ waves[0]).real * dx
assert abs(grid_energy - centre_energy - width_energy) < 1e-8
overlap = np.vdot(waves[0], waves[160]) * dx

# Anharmonic contrast: V = (k x^2/2)(1 + x^2/b^2)
c4 = k / (2 * quartic_length**2)
quartic = (lambda r: k * r**2 / 2 + c4 * r**4,
           lambda r: k * r + 4 * c4 * r**3,
           lambda r: k + 12 * c4 * r**2)
start = cases["squeezed"]
exact4 = exact_waves(quartic[0](x), gaussian(*start))
ode4 = thawed(start, *quartic)
defect = []
for y in ode4.T:
    r = y[0].real
    local = (quartic[0](r) + quartic[1](r) * (x - r)
             + quartic[2](r) * (x - r)**2 / 2)
    defect.append(norm((quartic[0](x) - local) * gaussian(*y)))
bound = trapezoid(defect, times)
error4 = norm(exact4[-1] - gaussian(*ode4[:, -1]))
assert 0.01 < error4 < bound


def show(label, value, unit="", digits=4):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}")


print("INPUT")
show("mass", mass * pc["electron mass"][0] / pc["atomic mass constant"][0],
     "u", 2)
show("hbar omega", omega * EV, "eV", 2)
show("initial centre", q_start * ANG, "angstrom", 2)
show("initial width sigma_0", sigma_start * ANG, "angstrom", 2)
print("DERIVED QUANTITIES")
show("hbar^2/m", EV * ANG**2 / mass, "eV angstrom^2", 6)
show("force constant m omega^2", k * EV / ANG**2, "eV/angstrom^2", 3)
show("period T", period * FS, "fs", 3)
show("ground-state width sigma_g", sigma_g * ANG, "angstrom", 5)
show("sigma_g^2/sigma_0^2", 1 / ratio, "", 4)
show("largest width, formula", breathing[40] * ANG, "angstrom", 5)
show("largest width, exact grid", np.max(width) * ANG, "angstrom", 5)
show("largest width, converted", breathing[40], "bohr", 4)
show("energy of centre", centre_energy * EV, "eV")
show("energy of width", width_energy * EV, "eV")
show("total energy, exact grid", grid_energy * EV, "eV")
show("zero-point energy", omega * EV / 2, "eV")
print("AT T/8")
show("Re z", z[20].real)
show("Im z", z[20].imag)
show("Im alpha at t=0", a[0].imag / ANG**2, "1/angstrom^2", 3)
show("Re alpha", a[20].real / ANG**2, "1/angstrom^2", 3)
show("Im alpha", a[20].imag / ANG**2, "1/angstrom^2", 3)
show("sigma sigma_p, exact grid", product[20], "hbar")
print("ONE PERIOD (centre and widths in angstrom, phases in rad)")
print("t/T  t(fs)  centre  width  grid width  action  -arg(z)/2  Re gamma")
for i in (0, 20, 40, 60, 80, 120, 160):
    row = [times[i] * FS, q[i] * ANG, breathing[i] * ANG, width[i] * ANG,
           action[i], -angle[i] / 2, g[i].real]
    text = "  ".join(f"{round(float(v), 4) + 0.0:.4f}" for v in row)
    print(f"{i / 160:.3f}  {text}")
print("TESTS AGAINST EXACT PROPAGATION")
for name, value in worst.items():
    print(f"largest error norm over one period, {name}: {value:.1e}")
show("Re <psi(0)|psi(T)>, exact grid", overlap.real, "", 6)
show("quartic length b", quartic_length * ANG, "angstrom", 2)
show("quartic well: error norm at t = T", error4)
show("quartic well: bound on error norm", bound)
print("verified")
```

Output:

```
INPUT
mass: 1.00 u
hbar omega: 0.30 eV
initial centre: 0.20 angstrom
initial width sigma_0: 0.05 angstrom
DERIVED QUANTITIES
hbar^2/m: 0.004180 eV angstrom^2
force constant m omega^2: 21.530 eV/angstrom^2
period T: 13.786 fs
ground-state width sigma_g: 0.08347 angstrom
sigma_g^2/sigma_0^2: 2.7868 
largest width, formula: 0.13934 angstrom
largest width, exact grid: 0.13934 angstrom
largest width, converted: 0.2633 bohr
energy of centre: 0.4306 eV
energy of width: 0.2359 eV
total energy, exact grid: 0.6665 eV
zero-point energy: 0.1500 eV
AT T/8
Re z: 0.7071 
Im z: 1.9705 
Im alpha at t=0: 100.000 1/angstrom^2
Re alpha: 27.697 1/angstrom^2
Im alpha: 22.815 1/angstrom^2
sigma sigma_p, exact grid: 0.7864 hbar
ONE PERIOD (centre and widths in angstrom, phases in rad)
t/T  t(fs)  centre  width  grid width  action  -arg(z)/2  Re gamma
0.000  0.0000  0.2000  0.0500  0.0500  0.0000  0.0000  0.0000
0.125  1.7232  0.1414  0.1047  0.1047  -0.7177  -0.6131  -1.3308
0.250  3.4464  0.0000  0.1393  0.1393  0.0000  -0.7854  -0.7854
0.375  5.1696  -0.1414  0.1047  0.1047  0.7177  -0.9577  -0.2400
0.500  6.8928  -0.2000  0.0500  0.0500  0.0000  -1.5708  -1.5708
0.750  10.3392  0.0000  0.1393  0.1393  0.0000  -2.3562  -2.3562
1.000  13.7856  0.2000  0.0500  0.0500  0.0000  -3.1416  -3.1416
TESTS AGAINST EXACT PROPAGATION
largest error norm over one period, squeezed: 2.0e-11
largest error norm over one period, chirped: 1.9e-11
largest error norm over one period, unsqueezed: 2.1e-11
Re <psi(0)|psi(T)>, exact grid: -1.000000 
quartic length b: 2.00 angstrom
quartic well: error norm at t = T: 0.0778 
quartic well: bound on error norm: 0.1333 
verified
```
